# When to take a single uptake reading to find a rate constant

## Question

I am measuring how fast trimethylaluminium (TMA) adsorbs on hydroxylated alumina, using a quartz crystal microbalance during the dose. Each run gives me one usable reading of the mass uptake $m$ at a time $t$ that I choose. From long doses I know the saturation uptake $M$. The noise on a reading has the same standard deviation $\sigma$ whether the surface is nearly empty or nearly full.

I assume first-order uptake, $m(t)=M(1-e^{-kt})$, and want $k$ as precisely as possible. I have been told to read at $t=1/k$, when coverage is about 63 percent, but I can't see why. The uptake curve is steepest at $t=0$, which suggests reading early. The signal is largest compared with the noise at late times, which suggests reading late. How does $1/k$ come out of this? And what use is the rule if I don't know $k$ yet?

## Answer

Neither the slope in time nor the size of the signal is the quantity you need. What counts is how far the reading moves when $k$ changes while the reading time stays fixed.

**From a reading to a rate constant**

Let $\theta=m/M$ be the coverage relative to saturation. The surface starts clean, the precursor pressure and temperature are constant, and adsorption is irreversible on sites of one kind. First-order uptake then means

$$\frac{d\theta}{dt}=k(1-\theta),\qquad \theta(0)=0 .$$

Dividing by $1-\theta$ and integrating from $0$ to $t$ gives $-\ln(1-\theta)=kt$, which is your formula. Solved for $k$, it turns a reading into an estimate:

$$k_{\rm est}=-\frac1t\ln\!\left(1-\frac mM\right).$$

This is finite only for $m<M$. It also shows why $M$ must be known: any assumed saturation value above $m$ would give some $k$ that fits a single reading perfectly.

**The sensitivity**

Differentiate the uptake with respect to $k$ at fixed $t$:

$$\frac{\partial m}{\partial k}=M\,t\,e^{-kt}.$$

The slope in time is $\partial m/\partial t=Mk\,e^{-kt}$, so

$$\frac{\partial m}{\partial k}=\frac tk\,\frac{\partial m}{\partial t}.$$

The slope is indeed largest at $t=0$, but there it is multiplied by $t=0$. Two surfaces with different $k$ both start empty and need time to draw apart. At late times both are nearly full, and their curves come together again. The best reading lies between these limits.

A small noise error $\varepsilon$ in $m$ shifts the estimate by $\varepsilon/(\partial m/\partial k)$. With $x=kt$ and $s=\sigma/M$, the relative standard error of $k$ is, to leading order in $s$,

$$\frac{\sigma_k}{k}=\frac{\sigma}{k\,M\,t\,e^{-kt}}=\frac{s\,e^{x}}{x}. \tag{1}$$

For $x\ll1$ this becomes $s/x=\sigma/(Mkt)$, the relative noise of a small signal $m\approx Mkt$. Your argument for waiting is correct in that regime. For $x\gg1$ the factor $e^x$ takes over, because the signal is large but hardly depends on $k$.

**The best time**

Minimizing (1) means maximizing $t\,e^{-kt}$:

$$\frac{d}{dt}\left(t\,e^{-kt}\right)=(1-kt)\,e^{-kt}.$$

The exponential is positive, so the derivative is positive before $t=1/k$ and negative after it. This is therefore the one maximum over all positive times. There

$$t_{\rm best}=\frac1k,\qquad \theta=1-e^{-1}\approx0.632,\qquad \left(\frac{\sigma_k}{k}\right)_{\min}=e\,s=\frac{e\,\sigma}{M}. \tag{2}$$

**Could a cleverer estimate prefer another time?**

To leading order in the noise, the Fisher information answers this without reference to a particular estimator. Let the noise be Gaussian and write $\mu(k)=M(1-e^{-kt})$. The probability density $p(m)$ of a reading satisfies

$$\ln p=-\frac{(m-\mu)^2}{2\sigma^2}+\text{const},\qquad S\equiv\frac{\partial\ln p}{\partial k}=\frac{(m-\mu)}{\sigma^2}\frac{\partial\mu}{\partial k}.$$

The constant drops out because $\sigma$ does not depend on $k$. The Fisher information is the mean of $S^2$. Since $\langle(m-\mu)^2\rangle=\sigma^2$,

$$I(t)=\langle S^2\rangle=\frac{1}{\sigma^2}\left(\frac{\partial\mu}{\partial k}\right)^2=\left(\frac{M\,t\,e^{-kt}}{\sigma}\right)^2. \tag{3}$$

To see what $I$ limits, take any estimator $T(m)$ whose mean is $k$ for every $k$, so that $\int(T-k)\,p\,dm=0$. Differentiating with respect to $k$ gives

$$-\int p\,dm+\int(T-k)\,\frac{\partial p}{\partial k}\,dm=0 .$$

The first integral is 1, and $\partial p/\partial k=pS$, so $\langle(T-k)S\rangle=1$. The Cauchy–Schwarz inequality then gives $\langle(T-k)^2\rangle\,I\ge1$. No unbiased estimator can have a variance below $1/I$, and this bound is lowest at $t=1/k$ whatever the size of $\sigma$. Equation (1) is the same as $1/(k\sqrt I)$, so your logarithmic estimate reaches the bound to leading order in the noise. Read this as a small-noise statement. No estimator of finite variance is exactly unbiased for every $k$ here: the mean of such an estimator is a smooth function of $\mu$ for all $\mu$, while $k=-\ln(1-\mu/M)/t$ diverges at $\mu=M$. The logarithmic estimate has a relative bias of about $s^2e^{2x}/(2x)$, which is 0.09 percent at $x=1$ in the example below. At finite noise the best time of an actual estimator can lie slightly away from $1/k$.

If you repeat the run $n$ times with independent noise, the log-likelihoods add and so do the informations. Each term is largest at $1/k$, so under this model all $n$ readings belong there, and the noise error falls as $1/\sqrt n$.

**Numbers for your experiment**

I take rough typical values: TMA at 1.0 mTorr and 450 K, initial sticking probability $s_0=0.004$, and $N=4.0\times10^{14}$ adsorbed molecules per cm² at saturation. Molecules strike the surface with flux $F=p/\sqrt{2\pi m_{\rm TMA}k_BT}$, where $p$ is now the pressure. This gives $1.950\times10^{17}$ cm⁻² s⁻¹. A fraction $s_0(1-\theta)$ sticks, so $N\,d\theta/dt=s_0F(1-\theta)$ and

$$k=\frac{s_0F}{N}=\frac{0.004\times1.950\times10^{17}}{4.0\times10^{14}}\ {\rm s^{-1}}=1.95\ {\rm s^{-1}}.$$

Each TMA molecule brings 72.09 u. If it releases 1.5 methane molecules on average, the net gain is 48.02 u. Multiplied by $N$, this gives $M=31.9$ ng/cm². With noise $\sigma=0.50$ ng/cm²,

$$s=\frac{0.50}{31.90}=0.0157,\qquad t_{\rm best}=\frac{1}{1.95\ {\rm s^{-1}}}=0.51\ {\rm s}.$$

The uptake at that moment is $0.632\times31.9=20.2$ ng/cm². The least relative error of $k$ is $2.718\times0.01568=4.3$ percent, or $0.083$ s⁻¹. A reading with 1.6 percent noise relative to saturation thus gives $k$ to 4.3 percent at best.

**Using the rule before you know $k$**

Suppose you read at $t=1/k_g$, where $k_g$ is a guess. Then $x=k/k_g$, and the error exceeds its minimum by the factor

$$R(x)=\frac{s\,e^x/x}{s\,e}=\frac{e^{x-1}}{x}.$$

Near $x=1$, $\ln R=x-1-\ln x\approx(x-1)^2/2$, so a modest mistake costs little. Reading at half the best time gives $R=1.21$; reading at twice the best time gives $R=1.36$. For a guess wrong by a factor of two, the early side is cheaper.

The error stays within 10 percent of its minimum for $0.62<x<1.50$. In your case this is from 0.32 to 0.77 s, or from 46 to 78 percent coverage. Since $k_g=k/x$, any guess between about $0.67k$ and $1.6k$ is good enough for that. In practice, use one run at a guessed time to estimate $k$, and set the next reading time from the result. Even a first reading at $x=2$ has a noise error of about 6 percent here, which is ample for choosing the second time. If $k$ is uncertain by much more than a factor of two, place the first reading early. At this noise level a first reading at $x=0.1$ still puts the second time inside the 10 percent window in about 97 percent of cases, one at $x=5$ in only about 63 percent, and one at $x=10$ almost never.

**What finite noise changes**

The bound has its minimum at $1/k$ for any $\sigma$, but the actual spread of $k_{\rm est}$ does not quite follow the bound, because the logarithm is curved. Write the reading as $m/M=1-e^{-x}+sz$, with $z$ a standard normal variable, and set $u=s\,e^x$. Then $1-m/M=e^{-x}(1-uz)$, and

$$\frac{k_{\rm est}}{k}=1-\frac{\ln(1-uz)}{x}=1+\frac1x\left(uz+\frac{u^2z^2}{2}+\frac{u^3z^3}{3}+\dots\right).$$

Use $\langle z^2\rangle=1$, $\langle z^4\rangle=3$ and vanishing odd moments. To order $u^4$, the variance of the bracket has three parts: $u^2$ from the first term, $\tfrac{u^4}{4}(3-1)=\tfrac{u^4}{2}$ from the second, and $2\cdot\tfrac{u^4}{3}\cdot3=2u^4$ from the product of the first and third. Hence

$$\frac{{\rm Var}(k_{\rm est})}{k^2}\approx\frac{u^2+\tfrac52u^4}{x^2}. \tag{4}$$

Because $du/dx=u$, setting the derivative to zero gives

$$\frac{2u^2+10u^4}{x^2}-\frac{2u^2+5u^4}{x^3}=0
\quad\Rightarrow\quad x=\frac{1+\tfrac52u^2}{1+5u^2}\approx1-\tfrac52\,e^2s^2 .$$

The last step uses $u\approx es$ near $x=1$. For your noise the best $x$ is 0.9955, and direct numerical averaging of the estimator agrees. The shift is half a percent, far inside the flat part of the minimum.

Simulated noisy readings show the same correction. At $x=2$ their spread in $k$ is 5.89 percent, while (1) gives 5.79 percent. There $u=0.116$, and (4) raises the error by the factor $1+\tfrac54u^2=1.017$, which accounts for the difference.

The expansion is asymptotic and applies to readings below $M$. At $x=1$ the reading lies 23 standard deviations below saturation, so readings above $M$ can be ignored. At $x=5$ about one reading in three exceeds $M$ and gives no finite $k$ at all.

**Why constant noise and known $M$ matter**

Suppose instead that the noise is proportional to the signal, with standard deviation $r\,m$. Replacing $\sigma$ by $rM(1-e^{-x})$ in (1) gives

$$\frac{\sigma_k}{k}=r\,\frac{e^x-1}{x}=r\left(1+\frac x2+\frac{x^2}{6}+\dots\right).$$

Every coefficient is positive, so this leading-order error grows steadily with time. There is no interior optimum, and earlier is better until some constant noise floor matters.

A relative error $r$ in $M$ enters in the same way, since the estimate depends on $m/M$. At $x=1$ it is multiplied by $e-1=1.72$, so 2 percent in $M$ becomes 3.4 percent in $k$. A timing error $\tau$ acts differently: the surface has reacted for $t+\tau$ while you divide by $t$, so the relative error is $\tau/t=k\tau/x$. For 10 ms at $x=1$ this is 2.0 percent. If the three errors are independent, their squares add:

$$\sqrt{4.26^2+3.44^2+1.95^2}\ \text{percent}=5.8\ \text{percent}.$$

The error from $M$ grows with $x$ and favours an earlier reading; the timing error falls with $x$ and favours a later one. With these sizes the first wins, and the optimum moves to $x=0.93$, or 0.47 s. The gain over reading at $1/k$ is negligible: 5.79 instead of 5.81 percent. These are leading-order values; higher-order terms raise both errors by about 0.05 points and move the optimum about 0.01 earlier in $x$. If all runs share one value of $M$, its error does not average out when you repeat them. The noise and timing terms under the root are then divided by $n$ while the $M$ term is not, and the best common reading time moves clearly earlier: with the sizes above, to $x=0.56$ for ten runs (3.3 instead of 3.7 percent at $1/k$) and to $x=0.42$ for thirty runs (2.8 instead of 3.5 percent).

**Where the 63 percent comes from**

The coverage at the optimum belongs to the rate law. Suppose adsorption needs two free sites and the free sites stay randomly mixed, so that $d\theta/dt=k(1-\theta)^2$ with the same initial rate. (Immobile molecules on neighbouring pairs of lattice sites follow a different law: they jam before every site is filled, and with $k$ taken as the initial rate of the coverage relative to saturation, that coverage at $1/k$ is 58 percent on a chain and about 54 percent on a square lattice.) Integration gives $1/(1-\theta)=1+kt$, or $\theta=kt/(1+kt)$. Then

$$\frac{\partial\theta}{\partial k}=\frac{t}{(1+kt)^2},\qquad \frac{\partial}{\partial t}\frac{\partial\theta}{\partial k}=\frac{1-kt}{(1+kt)^3}.$$

The best time is again $1/k$, but the coverage there is 50 percent. If you interpreted that reading with the first-order formula, you would find $k_{\rm est}/k=-\ln(1/2)=0.693$, which is 31 percent too low. A single reading cannot warn you of this, since either law can fit it with its own $k$.

**How this compares with a real dose**

The values above are rough, and your pressure may differ from 1 mTorr. In this model $k$ is proportional to pressure, so at 10 mTorr the best time would be only about 50 ms. Real doses also break the assumption of constant pressure. If the pressure rises as $1-e^{-t/\tau_r}$ with $\tau_r=50$ ms, the surface receives an effective exposure time

$$X=\int_0^t\left(1-e^{-t'/\tau_r}\right)dt'=t-\tau_r\left(1-e^{-t/\tau_r}\right).$$

At 0.51 s, dividing by $t$ instead of $X$ makes $k$ about 10 percent too low. The cure is to use $X$ in place of $t$, with $X$ built from the TMA partial pressure at the crystal. A total-pressure gauge does not give this directly. At 1 mTorr and 450 K the gas holds $p/k_BT=2.1\times10^{13}$ molecules per cm³, so each cm² of reacting wall consumes the TMA of about 19 cm³ of gas and returns methane, which the gauge also counts. Where the walls deplete the dose, $X$ from the total pressure still leaves $k$ too low. A carrier gas acts in the same direction, because TMA must diffuse to the crystal. Balancing diffusion across a stagnant layer of thickness $L$ against uptake lowers the surface pressure by the factor $1/[1+{\rm Da}\,(1-\theta)]$, with ${\rm Da}=s_0\bar v L/(4D)$, where $\bar v$ is the mean molecular speed and $D$ the diffusion coefficient. For roughly $D\approx125$ cm²/s at 1 Torr and $L=1$ cm, ${\rm Da}\approx0.3$ and $k$ comes out about 16 percent too low. With $X$ built from the true TMA pressure at the crystal, the optimum is $X=1/k$, reached for the 50 ms rise at about 0.56 s. At 10 mTorr the rise would take as long as the uptake itself, and this correction would be essential.

A baseline offset of $+1$ ng/cm², such as thermal drift of the crystal can cause, makes $k$ 9 percent too high at $1/k$; an offset of $-1$ ng/cm² makes it 8 percent too low. On a standard AT-cut crystal at 450 K, 1 ng/cm² corresponds to only about 2 mK, and a rough estimate of the heat of adsorption gives a warming of 1 to 2 mK during the dose, so an offset of this order can recur in every run. The reading is also not instantaneous: if the frequency is averaged over a gate of length $G$ and stamped with the end of the gate, the timing error is about $-G/2$, which for $G=100$ ms makes $k$ about 10 percent too low, so refer the reading to the middle of the gate. This leaves a bias of about $-(kG)^2/24$ at $1/k$, which is 0.2 percent here but about 15 percent at 10 mTorr, so the gate must be short compared with $1/k$. The mass signal also follows coverage faithfully only if the methane released per adsorbed molecule stays constant during the dose, which I have assumed. If the release per newly adsorbed molecule fell linearly from 2 to 1 with coverage, the mass would grow as $40.0\,\theta+8.0\,\theta^2$ u per site, reach 59 instead of 63 percent of saturation at $1/k$, and make $k$ 10 percent too low. The biases from offset, pressure rise and wrong rate law all exceed the 4.3 percent noise error, and repeating the same reading does not reduce them as long as they recur unchanged from run to run; an offset that varies at random between runs averages down like noise.

So read near $1/k$ if you trust the first-order law, know $M$ well and have constant noise. If the law itself is in doubt, spend some runs at clearly different times and see whether they give the same $k$. Readings at $x=0.5$ and $x=2$ expose the second-order law clearly ($k_{\rm est}/k=0.81$ and $0.55$). Agreement does not prove $k$ right, however: a constant depletion of the dose shifts every estimate by the same factor, and the offset, the error in $M$ and the changing methane release considered above change the two estimates by amounts that differ by less than the noise of one pair of runs. The numerical output below lists most of the values used here; most of the others follow from them by the formulas above, while the lattice, two-stage, carrier-gas and thermal figures are separate estimates.

## Computed results

```
pressure: 1.0 mTorr
temperature: 450 K
initial sticking probability: 0.004
saturation density: 4.0e+14 molecules/cm2
methane released per TMA: 1.5
TMA mass: 72.09 u
net mass gained per TMA: 48.02 u
noise sigma: 0.50 ng/cm2
gas flux: 1.950e+17 molecules/(cm2 s)
rate constant k: 1.950 1/s
saturation uptake M: 31.90 ng/cm2
s = sigma/M: 0.01568
best time 1/k: 0.513 s
coverage at 1/k: 63.21 percent
uptake at 1/k: 20.16 ng/cm2
k*t at numerical Fisher maximum: 1.00000
least relative error e*s: 4.26 percent
least absolute error of k: 0.083 1/s
k*t=0.5: error formula 5.17, simulated 5.17 percent
k*t=0.5: error / least error 1.213
k*t=1.0: error formula 4.26, simulated 4.27 percent
k*t=1.0: error / least error 1.000
k*t=2.0: error formula 5.79, simulated 5.89 percent
k*t=2.0: error / least error 1.359
10 percent window, k*t: 0.624 to 1.502
10 percent window, time: 0.320 to 0.770 s
10 percent window, coverage: 46.4 to 77.7 percent
finite-noise optimum k*t, quadrature: 0.99547
finite-noise optimum k*t, formula: 0.99546
gap to saturation at k*t=1: 23.5 sigma
chance of reading above M at k*t=5: 33.4 percent
assumed error of M: 2.0 percent
its effect on k at 1/k: 3.44 percent
assumed timing error: 10 ms
its effect on k at 1/k: 1.95 percent
combined error at 1/k: 5.81 percent
optimum k*t with all three errors: 0.926
combined error at that optimum: 5.79 percent
baseline offset: 1.0 ng/cm2
bias of k from offset: +8.9 percent
pressure rise time: 50 ms
bias of k from pressure rise: -9.8 percent
second-order coverage at 1/k: 50.0 percent
bias of k if kinetics second order: -30.7 percent
```
